# Nonnegative Least Squares and Invisible Combinations in Mass-Spectrometer Byproduct Analysis: test program

```python
"""Nonnegative least squares (NNLS) for overlapping mass-spectrometer fragments.

Result under test: for readings y = A x + noise, with x >= 0, the active-set
method finds the minimum of |B x - z|^2, where B = A/sigma and z = y/sigma.
Singular values s_k of B give the error 1/s_k of the combination v_k.x.
Null vectors of B are exchanges of species that leave every reading unchanged;
x >= 0 limits them to a finite segment.
x: partial-pressure rises (uTorr); y: ion currents (pA); sigma: noise (pA).
Fragment ratios are rough typical values; other inputs are round parameters.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.optimize import linprog, nnls

rng = np.random.default_rng(7)
species = ["CH4", "H2O", "CO", "CO2", "C2H4", "N2"]
CH4, H2O, CO, CO2, C2H4, N2 = range(6)
patterns = [
    {12: 0.03, 14: 0.16, 15: 0.85, 16: 1.0},
    {16: 0.01, 17: 0.21, 18: 1.0},
    {12: 0.05, 14: 0.01, 16: 0.02, 28: 1.0},
    {12: 0.09, 16: 0.10, 28: 0.10, 44: 1.0},
    {12: 0.01, 14: 0.02, 26: 0.50, 27: 0.60, 28: 1.0},
    {14: 0.14, 28: 1.0},
]
relative = np.array([0.8, 0.9, 1.0, 1.2, 0.9, 1.0])
sensitivity = 0.1       # pA per uTorr in the reactor, N2 base peak
sigma = 0.005           # pA, after averaging
truth = np.array([10.0, 50.0, 30.0, 60.0, 20.0, 0.0])
carbon = np.array([1.0, 0.0, 1.0, 1.0, 2.0, 0.0])
long_list = [12, 14, 15, 18, 26, 27, 28, 44]
short_list = [12, 15, 18, 28, 44]
tiny_list = [15, 18, 28, 44]
offsets = np.array([-0.5, -1.5, 0.5, -0.5, 0.5, -0.5, 0.5, 0.5])


def design(masses):
    """Current per partial pressure, pA/uTorr."""
    return np.array([[sensitivity * relative[j] * patterns[j].get(m, 0.0)
                      for j in range(6)] for m in masses])


def least_squares(B, z):
    return np.linalg.lstsq(B, z, rcond=None)[0]


def active_set(B, z):
    """Lawson-Hanson NNLS; also returns passive set and entry history."""
    n = B.shape[1]
    x, passive, history = np.zeros(n), [], []
    tolerance = 1e-9 * np.max(np.abs(B.T @ z))
    for _ in range(200):
        w = B.T @ (z - B @ x)
        bound = [j for j in range(n) if j not in passive]
        if not bound or max(w[bound]) <= tolerance:
            return x, passive, history
        new = max(bound, key=lambda j: w[j])
        old = list(passive)
        passive = old + [new]
        first = None
        while True:
            trial = np.zeros(n)
            trial[passive] = least_squares(B[:, passive], z)
            if first is None:
                first = trial[new]
            if min(trial[passive]) > 0:
                x = trial
                break
            blocked = [j for j in passive if trial[j] <= 0]
            ratios = {j: x[j] / (x[j] - trial[j]) for j in blocked}
            leaving = min(ratios, key=ratios.get)
            x = x + ratios[leaving] * (trial - x)
            x[leaving] = 0.0
            passive.remove(leaving)
            x[[j for j in range(n) if j not in passive]] = 0.0
        history.append((old, new, w[new], first,
                        0.5 * np.sum((B @ x - z) ** 2)))
    raise RuntimeError("active-set method did not finish")


def best_by_enumeration(B, z):
    """Try every possible set of nonzero species."""
    n = B.shape[1]
    best_x, best_f = np.zeros(n), 0.5 * z @ z
    for size in range(1, n + 1):
        for chosen in combinations(range(n), size):
            x = np.zeros(n)
            x[list(chosen)] = least_squares(B[:, list(chosen)], z)
            f = 0.5 * np.sum((B @ x - z) ** 2)
            if min(x) >= 0 and f < best_f:
                best_x, best_f = x, f
    return best_x


def check_history(B, z, history):
    """Entering amount and strict descent, from orthogonal projection."""
    previous = 0.5 * z @ z
    for old, new, w_new, first, objective in history:
        part = B[:, new].copy()
        if old:
            part -= B[:, old] @ least_squares(B[:, old], part)
        assert np.isclose(first, w_new / (part @ part), rtol=1e-5)
        assert first > 0 and objective < previous
        previous = objective


# Algorithm against exhaustive search and a library solver
for _ in range(40):
    B = rng.uniform(size=(8, 6))
    z = B @ rng.normal(size=6) + 0.3 * rng.normal(size=8)
    x, _, history = active_set(B, z)
    assert np.allclose(x, best_by_enumeration(B, z), atol=1e-7)
    assert np.allclose(x, nnls(B, z)[0], atol=1e-7)
    check_history(B, z, history)

# Null vectors of nonnegative matrices have both signs
for _ in range(200):
    n = np.linalg.svd(rng.uniform(size=(4, 5)))[2][-1]
    assert min(n) < 0 < max(n)

# Worked readings and the long mass list
A_long = design(long_list)
B_long = A_long / sigma
readings = A_long @ truth + sigma * offsets
z_long = readings / sigma
free_fit = least_squares(B_long, z_long)
x_long, _, history = active_set(B_long, z_long)
check_history(B_long, z_long, history)
assert np.allclose(x_long, best_by_enumeration(B_long, z_long), atol=1e-7)
s_long, Vt_long = np.linalg.svd(B_long, full_matrices=False)[1:]
cov = Vt_long.T @ np.diag(s_long ** -2) @ Vt_long
sd = np.sqrt(np.diag(cov))
assert free_fit[N2] < 0 and x_long[N2] == 0
corrected = free_fit - cov[:, N2] * free_fit[N2] / cov[N2, N2]
assert np.allclose(x_long, corrected, atol=1e-7)
chi2 = np.sum((B_long @ x_long - z_long) ** 2)

# Random noise: covariance, singular directions and bias at the bound
runs = 4000
samples = B_long @ truth + rng.normal(size=(runs, len(long_list)))
free_runs = least_squares(B_long, samples.T).T
assert np.allclose((free_runs @ Vt_long.T).std(axis=0), 1 / s_long, rtol=0.06)
carbon_sd = np.sqrt(carbon @ cov @ carbon)
assert np.isclose((free_runs @ carbon).std(), carbon_sd, rtol=0.06)
bound_runs = np.array([active_set(B_long, z)[0] for z in samples])
bias = cov[:, N2] / (sd[N2] * np.sqrt(2 * np.pi))
bias_mc = bound_runs.mean(axis=0) - truth
# Sampling error of each mean is about 0.016 standard deviations
assert np.all(np.abs(bias_mc - bias) < 0.07 * sd)

# Units of one species change singular values, not the carbon error
scale = np.diag([1, 1, 1, 1, 1, 1000.0])    # N2 in mTorr
B_scaled = B_long @ scale
cov_scaled = np.linalg.inv(B_scaled.T @ B_scaled)
c_scaled = scale @ carbon
assert np.isclose(np.sqrt(c_scaled @ cov_scaled @ c_scaled), carbon_sd,
                  rtol=1e-5)
cond_long, cond_scaled = np.linalg.cond(B_long), np.linalg.cond(B_scaled)
assert cond_scaled > 2 * cond_long

# Short mass list: one exchange is invisible
B_short = design(short_list) / sigma
z_short = np.array([z_long[long_list.index(m)] for m in short_list])
s_short, Vt_short = np.linalg.svd(B_short)[1:]
assert np.linalg.matrix_rank(B_short) == 5
null = Vt_short[-1] / Vt_short[-1][C2H4]
# Hand elimination: mass 12 fixes the CO part, mass 28 the N2 part
co_part = -(relative[C2H4] * patterns[C2H4][12]
            / (relative[CO] * patterns[CO][12]))
n2_part = -(relative[C2H4] + relative[CO] * co_part) / relative[N2]
assert np.allclose(null, [0, 0, co_part, 0, 1, n2_part], atol=1e-9)
x_short, passive, history = active_set(B_short, z_short)
check_history(B_short, z_short, history)
assert np.linalg.matrix_rank(B_short[:, passive]) == len(passive)
t_low = max(-x_short[j] / null[j] for j in range(6) if null[j] > 1e-9)
t_high = min(-x_short[j] / null[j] for j in range(6) if null[j] < -1e-9)
ends = np.array([x_short + t_low * null, x_short + t_high * null])
assert min(np.max(np.abs(ends - x_short), axis=1)) < 1e-7


def allowed_range(c, x_fit):
    """Smallest and largest c.x with the same fitted readings, x >= 0."""
    limits = []
    for sign in (1, -1):
        answer = linprog(sign * c, A_eq=B_short, b_eq=B_short @ x_fit,
                         bounds=(0, None), method="highs")
        assert answer.status == 0
        limits.append(sign * answer.fun)
    return np.array(limits)


for c in list(np.eye(6)) + [carbon]:
    assert np.allclose(allowed_range(c, x_short), np.sort(ends @ c), atol=1e-4)
carbon_range = np.sort(ends @ carbon)
assert carbon_range[1] - carbon_range[0] > 1

# Nonnegativity removes the ambiguity when CO, C2H4 and N2 are all absent
special = np.array([10.0, 50.0, 0.0, 60.0, 0.0, 0.0])
for c in np.eye(6):
    assert np.ptp(allowed_range(c, special)) < 1e-4

tiny_rank = np.linalg.matrix_rank(design(tiny_list))
added_sd = {}
for mass in (14, 26, 27):
    B = design(short_list + [mass]) / sigma
    added_sd[mass] = np.sqrt(carbon @ np.linalg.inv(B.T @ B) @ carbon)

# Neglected effects
read_time = 1.0         # s per mass, summed over repeated reads
shot = np.sqrt(constants.e * max(readings) * 1e-12 / read_time) * 1e12
assert shot < sigma
worst = (0.0,)
clean = B_long @ truth
for j in range(6):
    for i, mass in enumerate(long_list):
        if 0 < patterns[j].get(mass, 0) < 1:
            for sign in (-1, 1):
                z = clean.copy()
                z[i] += sign * 0.1 * B_long[i, j] * truth[j]
                x = active_set(B_long, z)[0]
                k = int(np.argmax(np.abs(x - truth)))
                if abs(x[k] - truth[k]) > worst[0]:
                    misfit = np.sum((B_long @ x - z) ** 2)
                    worst = (abs(x[k] - truth[k]), species[j], mass,
                             sign * 10, species[k], x[k] - truth[k], misfit)
oxygen, o_fragment, o18 = 1e4, 0.2, 0.002   # uTorr, ratio, rough abundance
o18_current = sensitivity * oxygen * o_fragment * o18
z = clean.copy()
z[long_list.index(18)] += o18_current / sigma
water_shift = active_set(B_long, z)[0][H2O] - truth[H2O]
dwell, decay = 0.02, 1.0                    # s
skew = np.exp(-dwell * np.arange(len(long_list)) / decay)
skew_shift = active_set(B_long, clean * skew)[0] - truth

# Molecules pumped away per pulse for a mean rise of 1 uTorr
pump, duration, temperature = 100.0, 2.0, 300.0    # L/s, s, K
per_utorr = (1e-6 * constants.torr * pump * 1e-3 * duration
             / (constants.k * temperature))


def row(values, digits=3):
    return " ".join(f"{v + 0.0:.{digits}f}" for v in values)


print("species order:", *species)
for name, pattern in zip(species, patterns):
    print(f"rough fragment ratios {name}:", pattern)
print("relative base-peak sensitivities:", row(relative, 1))
print(f"sensitivity {sensitivity} pA/uTorr; noise {sigma} pA")
print("true pressures (uTorr):", row(truth, 1))
print("long mass list:", *long_list)
print("noise offsets (units of sigma):", row(offsets, 1))
print("readings (pA):", row(readings, 4))
print("long list, unconstrained (uTorr):", row(free_fit))
print("long list, NNLS (uTorr):", row(x_long))
print("unconstrained standard deviations (uTorr):", row(sd))
print(f"NNLS chi-square, long list: {chi2:.3f}")
print("long singular values (1/uTorr):", row(s_long))
print("errors 1/s_k (uTorr):", row(1 / s_long))
print("weakest long-list vector:", row(Vt_long[-1]))
print("predicted NNLS bias (uTorr):", row(bias))
print(f"simulated NNLS bias, {runs} runs (uTorr):", row(bias_mc))
print(f"condition number: {cond_long:.2f}; N2 in mTorr: {cond_scaled:.1f}")
print("short mass list:", *short_list)
print("short nonzero singular values (1/uTorr):", row(s_short))
print("invisible exchange per unit C2H4:", row(null))
print("short list, returned NNLS (uTorr):", row(x_short))
print("segment end 1 (uTorr):", row(ends[0]))
print("segment end 2 (uTorr):", row(ends[1]))
print(f"true total carbon: {carbon @ truth:.1f} uTorr")
print("short-list carbon range (uTorr):", row(carbon_range, 2))
print(f"long-list NNLS carbon: {carbon @ x_long:.2f} uTorr")
print(f"long-list unconstrained carbon error: {carbon_sd:.3f} uTorr")
for mass, value in added_sd.items():
    print(f"carbon error, short list plus {mass}: {value:.3f} uTorr")
print(f"masses {tiny_list}: rank {tiny_rank}, null dimension {6 - tiny_rank}")
print(f"pump {pump:.0f} L/s; pulse {duration:.0f} s; gas {temperature:.0f} K")
print(f"molecules per pulse per uTorr: {per_utorr:.3e}")
print("carbon atoms per pulse, short-list range:",
      *[f"{v * per_utorr:.3e}" for v in carbon_range])
print(f"carbon atoms, long list: {carbon @ x_long * per_utorr:.3e}")
print(f"largest shot noise, {read_time:.0f} s read: {shot:.5f} pA")
print(f"worst 10% ratio error: {worst[1]} at mass {worst[2]}, {worst[3]:+d}%")
print(f"  shifts {worst[4]} by {worst[5]:.3f} uTorr; chi2 {worst[6]:.2f}")
print(f"O2 {oxygen / 1000:.0f} mTorr, O+ ratio {o_fragment}, 18O {o18}")
print(f"  18O current {o18_current:.3f} pA; H2O shift {water_shift:.3f} uTorr")
print(f"  H2O shift for 5% O2 change: {0.05 * water_shift:.3f} uTorr")
print(f"sequential reads: dwell {dwell} s, decay {decay} s")
print("  shifts without time correction (uTorr):", row(skew_shift))
print("all tests passed")
```

Output:

```
species order: CH4 H2O CO CO2 C2H4 N2
rough fragment ratios CH4: {12: 0.03, 14: 0.16, 15: 0.85, 16: 1.0}
rough fragment ratios H2O: {16: 0.01, 17: 0.21, 18: 1.0}
rough fragment ratios CO: {12: 0.05, 14: 0.01, 16: 0.02, 28: 1.0}
rough fragment ratios CO2: {12: 0.09, 16: 0.1, 28: 0.1, 44: 1.0}
rough fragment ratios C2H4: {12: 0.01, 14: 0.02, 26: 0.5, 27: 0.6, 28: 1.0}
rough fragment ratios N2: {14: 0.14, 28: 1.0}
relative base-peak sensitivities: 0.8 0.9 1.0 1.2 0.9 1.0
sensitivity 0.1 pA/uTorr; noise 0.005 pA
true pressures (uTorr): 10.0 50.0 30.0 60.0 20.0 0.0
long mass list: 12 14 15 18 26 27 28 44
noise offsets (units of sigma): -0.5 -1.5 0.5 -0.5 0.5 -0.5 0.5 0.5
readings (pA): 0.8375 0.1865 0.6825 4.4975 0.9025 1.0775 5.5225 7.2025
long list, unconstrained (uTorr): 10.029 49.972 30.476 60.017 19.999 -0.455
long list, NNLS (uTorr): 10.014 49.972 30.024 60.019 19.996 0.000
unconstrained standard deviations (uTorr): 0.073 0.056 0.371 0.042 0.071 0.364
NNLS chi-square, long list: 3.291
long singular values (1/uTorr): 34.692 23.995 18.000 13.854 11.570 1.936
errors 1/s_k (uTorr): 0.029 0.042 0.056 0.072 0.086 0.517
weakest long-list vector: 0.023 0.000 0.714 -0.003 -0.008 -0.700
predicted NNLS bias (uTorr): -0.005 0.000 -0.144 0.001 -0.001 0.145
simulated NNLS bias, 4000 runs (uTorr): -0.005 -0.002 -0.137 0.000 -0.001 0.139
condition number: 17.92; N2 in mTorr: 7495.1
short mass list: 12 15 18 28 44
short nonzero singular values (1/uTorr): 33.715 23.963 18.000 13.608 0.739
invisible exchange per unit C2H4: -0.000 0.000 -0.180 -0.000 1.000 -0.720
short list, returned NNLS (uTorr): 10.037 49.972 33.037 60.021 0.000 14.985
segment end 1 (uTorr): 10.037 49.972 33.037 60.021 0.000 14.985
segment end 2 (uTorr): 10.037 49.972 29.291 60.021 20.813 0.000
true total carbon: 140.0 uTorr
short-list carbon range (uTorr): 103.09 140.97
long-list NNLS carbon: 140.05 uTorr
long-list unconstrained carbon error: 0.396 uTorr
carbon error, short list plus 14: 2.135 uTorr
carbon error, short list plus 26: 1.022 uTorr
carbon error, short list plus 27: 1.016 uTorr
masses [15, 18, 28, 44]: rank 4, null dimension 2
pump 100 L/s; pulse 2 s; gas 300 K
molecules per pulse per uTorr: 6.438e+15
carbon atoms per pulse, short-list range: 6.637e+17 9.075e+17
carbon atoms, long list: 9.016e+17
largest shot noise, 1 s read: 0.00107 pA
worst 10% ratio error: CO2 at mass 12, -10%
  shifts CO by -1.780 uTorr; chi2 143.35
O2 10 mTorr, O+ ratio 0.2, 18O 0.002
  18O current 0.400 pA; H2O shift 4.444 uTorr
  H2O shift for 5% O2 change: 0.222 uTorr
sequential reads: dwell 0.02 s, decay 1.0 s
  shifts without time correction (uTorr): -0.318 -2.912 -3.612 -7.765 -1.828 0.000
all tests passed
```
